**Bounded-increment integration of glassy relaxation through cooling, ageing and reheating**

The program integrates the Tool-Narayanaswamy-Moynihan equations for the fictive temperature $T_f$, with temperature $T$, relaxation time $\tau(T,T_f)$, activation enthalpy $H$, nonlinearity parameter $x$ and stretching exponent $\beta$. The step bound $\delta$ limits the change of $T_f$, and with it the temperature step and the growth of hold steps. An independent solution replaces the memory integral by 68 exponential modes and solves stiff differential equations. The program asserts that the errors of a plain and an aged cycle fall at every reduction of $\delta$, with mean order above 1.5; the output shows 1.90 and 1.68, against 0.86 for an explicit staircase scheme. It also asserts that a 10 h hold taken in one step has more than five times the error of the bounded hold; the errors are 1.48 K and 0.003 K. Further assertions cover the contraction of the implicit solve, the Kovacs hump, the cooling-rate rule and the thermal lag of a slab. At $\delta=0.25$ K the largest checkpoint errors are 0.0007 K in the plain cycle and 0.0015 K in the aged one.

## Numerical verification

```python
"""Tool-Narayanaswamy-Moynihan (TNM) relaxation through cooling, ageing, reheating.

Result under test: the convolution
    Tf(t) = T(t) - integral phi(xi(t)-xi(t')) dT(t'),  phi(u) = exp(-u**beta),
    d xi = dt / tau(T, Tf),
is integrated with close to second-order accuracy by implicit product integration
when the increments of T and Tf are bounded and hold steps grow geometrically.
Symbols: T temperature, Tf fictive temperature (K), xi reduced time, tau
relaxation time (s), H activation enthalpy (J/mol), x nonlinearity parameter,
beta stretching exponent, bound = largest allowed |change of Tf| per step (K).
The independent reference replaces the memory integral by many exponential modes
(closed-form spectrum for beta = 1/2) and solves differential equations.
"""
import math
import numpy as np
from scipy.constants import R
from scipy.integrate import solve_ivp
from scipy.special import gammainc

H, X, BETA = 700e3, 0.5, 0.5
T_REF, TAU_REF = 373.0, 100.0
T_HOT, T_AGE, T_COLD = 403.0, 358.0, 323.0
RATE = 10.0 / 60.0                     # K/s
HOLD = 36000.0                         # s
HOLD_GROWTH = 0.5                      # 1/K: step/elapsed time per unit of bound
MEMORY = 40.0 ** (1 / BETA)            # phi < exp(-40) beyond this distance
PHI_AREA = math.gamma(1 + 1 / BETA)


def log_tau_tnm(T, Tf):
    return (math.log(TAU_REF) + X * H / R * (1 / T - 1 / Tf)
            + H / R * (1 / Tf - 1 / T_REF))


C2 = 50.0                              # K, distance of the VFT divergence from T_REF
B_VFT = H / R * C2**2 / T_REF**2       # gives the same slope at T_REF


def log_tau_vft(T, Tf):
    return (math.log(TAU_REF) + X * H / R * (1 / T - 1 / Tf)
            + B_VFT / (Tf - T_REF + C2) - B_VFT / C2)


def mean_phi(near, width):
    """Average of phi over [near, near + width]."""
    middle = near + 0.5 * width
    result = np.exp(-middle**BETA)
    wide = width > 1e-3 * middle
    a, w = near[wide], width[wide]
    result[wide] = PHI_AREA * (gammainc(1 / BETA, (a + w)**BETA)
                               - gammainc(1 / BETA, a**BETA)) / w
    return result


def integrate(legs, bound, log_tau=log_tau_tnm, one_step_hold=False):
    """legs: list of (target temperature, duration). Returns Tf at leg ends,
    trace rows (leg, time in leg, T, Tf), and the largest contraction factor."""
    size = 40000
    jump, width, near = np.zeros(size), np.zeros(size), np.zeros(size)
    first = n = 0
    T = Tf = T_HOT
    last_rate, contraction = RATE, 0.0
    ends, trace = [], []
    for leg, (target, duration) in enumerate(legs):
        rate = (target - T) / duration
        hold = rate == 0.0
        free = hold and one_step_hold
        if not hold:
            last_rate = rate
        base_dt = 0.5 * bound / abs(last_rate)
        suggested, elapsed = math.inf, 0.0
        trace.append((leg, 0.0, T, Tf))
        while duration - elapsed > 1e-10 * duration:
            limit = base_dt
            if hold:
                limit = max(base_dt, HOLD_GROWTH * bound * elapsed)
            if free:
                limit = duration
            remaining = duration - elapsed
            dt = min(suggested, limit)
            dt = remaining / max(1, math.ceil(remaining / dt - 1e-9))
            stop = n if hold else n + 1
            log0 = log_tau(T, Tf)
            while True:
                T_new, guess = T + rate * dt, Tf
                jump[n] = rate * dt
                converged, previous, factor = False, 0.0, 0.0
                for iteration in range(40):
                    log1 = log_tau(T_new, guess)
                    half = 0.5 * (log1 - log0)
                    shape = math.sinh(half) / half if abs(half) > 1e-6 else 1.0
                    w = dt * math.exp(-0.5 * (log0 + log1)) * shape
                    width[n], near[n] = w, -w
                    value = T_new - jump[first:stop] @ mean_phi(
                        near[first:stop] + w, width[first:stop])
                    correction = value - guess
                    guess = value
                    if iteration == 1 and abs(previous) > 1e-4:
                        factor = abs(correction / previous)
                    previous = correction
                    if abs(correction) < 1e-9:
                        converged = True
                        break
                change = abs(guess - Tf)
                if converged and (free or change <= bound):
                    break
                dt *= max(0.2, 0.8 * bound / change) if converged else 0.5
            contraction = max(contraction, factor)
            near[first:stop] += w
            n = stop
            while first < n and near[first] > MEMORY:
                first += 1
            elapsed += dt
            T, Tf = T_new, guess
            suggested = dt * min(2.0, 0.9 * bound / max(change, 1e-12))
            trace.append((leg, elapsed, T, Tf))
        T = target
        ends.append(Tf)
    return np.array(ends), np.array(trace), contraction


# Exponential modes for beta = 1/2; the last mode carries the remaining weight.
SPACING = 0.5
log_rates = np.arange(-6.0, math.log(1e12), SPACING)
mode_rate = np.exp(log_rates)
mode_weight = (SPACING / (2 * math.sqrt(math.pi))
               * np.exp(-0.5 * log_rates - 0.25 / mode_rate))
mode_weight[-1] = 1.0 - mode_weight[:-1].sum()


def reference(legs):
    """Tf at leg ends from differential equations for y_i = Tf_i - T."""
    y, T0, ends = np.zeros(mode_rate.size), T_HOT, []
    for target, duration in legs:
        rate = (target - T0) / duration

        def slope(t, y, T0=T0, rate=rate):
            T = T0 + rate * t
            speed = math.exp(-log_tau_tnm(T, T + mode_weight @ y))
            return -mode_rate * y * speed - rate

        def jacobian(t, y, T0=T0, rate=rate):
            T = T0 + rate * t
            Tf = T + mode_weight @ y
            speed = math.exp(-log_tau_tnm(T, Tf))
            sensitivity = -(1 - X) * H / (R * Tf**2)
            return (np.diag(-mode_rate * speed)
                    + np.outer(mode_rate * y * speed * sensitivity, mode_weight))

        solution = solve_ivp(slope, (0, duration), y, method="Radau", jac=jacobian,
                             rtol=1e-7, atol=1e-7, first_step=1e-3 * duration)
        assert solution.success
        y, T0 = solution.y[:, -1], target
        ends.append(target + mode_weight @ y)
    return np.array(ends)


def staircase(legs, T_step):
    """Usual explicit scheme: temperature jumps, tau from the previous Tf."""
    T = Tf = T_HOT
    jumps, distance, n, ends = np.zeros(5000), np.zeros(5000), 0, []
    for target, duration in legs:
        count = round(abs(target - T) / T_step)
        dT, dt = (target - T) / count, duration / count
        for _ in range(count):
            T += dT
            jumps[n] = dT
            n += 1
            distance[:n] += dt * math.exp(-log_tau_tnm(T, Tf))
            Tf = T - jumps[:n] @ np.exp(-distance[:n]**BETA)
        T = target
        ends.append(Tf)
    return np.array(ends)


def ramp(start, stops, rate=RATE):
    legs = []
    for stop in stops:
        legs.append((stop, abs(stop - start) / rate))
        start = stop
    return legs


def reheating_peak(trace, first_leg, last_leg):
    """Largest dTf/dT and its temperature over a range of heating legs."""
    best = (0.0, 0.0)
    for leg in range(first_leg, last_leg):
        rows = trace[trace[:, 0] == leg]
        slopes = np.diff(rows[:, 3]) / np.diff(rows[:, 2])
        k = int(np.argmax(slopes))
        if slopes[k] > best[0]:
            best = (slopes[k], 0.5 * (rows[k, 2] + rows[k + 1, 2]))
    return best


# Mode sum against the stretched exponential itself
u = np.logspace(-8, 2, 60)
mode_error = np.max(np.abs(np.exp(-np.outer(u, mode_rate)) @ mode_weight
                           - np.exp(-np.sqrt(u))))
assert mode_error < 1e-5

# Two cycles in one history: plain, then with an isothermal hold
cool_stops = [378.0, 373.0, 368.0, 343.0, T_COLD]
heat_stops = [363.0, 368.0, 373.0, 376.0, 379.0, 382.0, 385.0, 390.0, T_HOT]
plain = ramp(T_HOT, cool_stops) + ramp(T_COLD, heat_stops)
aged = (ramp(T_HOT, [373.0, T_AGE]) + [(T_AGE, HOLD)]
        + ramp(T_AGE, [T_COLD]) + ramp(T_COLD, heat_stops))
legs = plain + aged
n_plain, n_cool = len(plain), len(cool_stops)
i_hold, i_glass_aged = n_plain + 2, n_plain + 3
exact_road = reference(legs)

bounds = [2.0, 1.0, 0.5, 0.25]
runs = [integrate(legs, b) for b in bounds]
error_plain = [np.max(np.abs(r[0] - exact_road)[:n_plain]) for r in runs]
error_aged = [np.max(np.abs(r[0] - exact_road)[n_plain:]) for r in runs]
span = math.log(bounds[0] / bounds[-1])
order_plain = math.log(error_plain[0] / error_plain[-1]) / span
order_aged = math.log(error_aged[0] / error_aged[-1]) / span
error_stairs = [np.max(np.abs(staircase(plain, b / 2) - exact_road[:n_plain]))
                for b in bounds]
order_stairs = math.log(error_stairs[0] / error_stairs[-1]) / span

fine, trace, _ = runs[-1]
peak_plain = reheating_peak(trace, n_cool, n_plain)
peak_aged = reheating_peak(trace, i_glass_aged + 1, len(legs))
peak_aged_coarser = reheating_peak(runs[-2][1], i_glass_aged + 1, len(legs))

# Contraction of the implicit solve against the estimate from the bound
sens_T = X * H / (R * T_REF**2)
sens_Tf = (1 - X) * H / (R * T_REF**2)
Tf_lowest = trace[:, 3].min()
contraction_limit = (1 - X) * H / (R * Tf_lowest**2) * bounds[1]

# Frozen glass: Tf hardly moves while ln tau changes strongly
frozen_change = abs(fine[n_cool - 1] - fine[n_cool - 2])
frozen_log = (log_tau_tnm(T_COLD, fine[n_cool - 1])
              - log_tau_tnm(343.0, fine[n_cool - 2]))

# Hold taken as a single step
single = integrate(legs[:i_hold + 1], 0.5, one_step_hold=True)[0][-1]
single_error = abs(single - exact_road[i_hold])
bounded_error = abs(runs[2][0][i_hold] - exact_road[i_hold])

# Kovacs experiment: heat quickly to the fictive temperature reached by ageing
T_up = float(fine[i_hold])
kovacs = (ramp(T_HOT, [T_AGE]) + [(T_AGE, HOLD)]
          + ramp(T_AGE, [T_up], 1.0) + [(T_up, 1e6)])
k_trace = integrate(kovacs, 0.5)[1]
rows = k_trace[k_trace[:, 0] == 3]
top = int(np.argmax(rows[:, 3]))
hump = rows[top, 3] - rows[0, 3]
net_change = rows[-1, 3] - rows[0, 3]
hump_reference = reference(kovacs[:3] + [(T_up, rows[top, 1])])[-1]

# Cooling-rate rule from separate cooling runs
rates = [1.0, 10.0, 100.0]
frozen = [integrate([(T_COLD, (T_HOT - T_COLD) / (q / 60))], 0.5)[0][-1]
          for q in rates]
H_apparent = R * math.log(rates[2] / rates[0]) / (1 / frozen[0] - 1 / frozen[2])
H_rule = H + 2 * R * frozen[1]

# Neglected effects: curved equilibrium line, thermal lag of a slab heated on one face
vft = integrate(plain, 0.5, log_tau=log_tau_vft)[0]
vft_shift = vft - runs[2][0][:n_plain]
thickness, diffusivity = 0.5e-3, 1e-7
lag = RATE * thickness**2 / (2 * diffusivity)
m = np.arange(2000)
mode_time = thickness**2 / (diffusivity * ((m + 0.5) * math.pi)**2)
lag_sum = RATE * np.sum(4 / math.pi * (-1.0)**m / (2 * m + 1) * mode_time)

print(f"H = {H/1e3:.0f} kJ/mol, x = {X}, beta = {BETA}, tau({T_REF:.0f} K) = {TAU_REF:.0f} s")
print(f"Rate = {RATE*60:.0f} K/min, hold = {HOLD/3600:.0f} h at {T_AGE:.0f} K")
print(f"-dln(tau)/dT, -dln(tau)/dTf at {T_REF:.0f} K = {sens_T:.4f}, {sens_Tf:.4f} 1/K")
print(f"Equilibrium tau at {T_HOT:.0f} K = {math.exp(log_tau_tnm(T_HOT, T_HOT)):.2e} s")
print(f"Modes = {mode_rate.size}, largest error of mode sum = {mode_error:.1e}")
print("bound(K) steps  error plain(K)  error aged(K)  staircase plain(K)")
for b, r, ep, ea, es in zip(bounds, runs, error_plain, error_aged, error_stairs):
    print(f"{b:5.2f} {len(r[1]) - len(legs):7d} {ep:13.5f} {ea:14.5f} {es:16.5f}")
print(f"Mean order: plain {order_plain:.2f}, aged {order_aged:.2f}, staircase {order_stairs:.2f}")
print(f"Contraction at bound 1 K = {runs[1][2]:.3f}, limit = {contraction_limit:.3f}")
print(f"Frozen Tf: plain {fine[n_cool-1]:.2f} K, aged {fine[i_glass_aged]:.2f} K")
print(f"Cooling 343 to 323 K: Tf change {frozen_change:.4f} K, ln(tau) change {frozen_log:.2f}")
print("Reheating: T(K)  Tf plain(K)  reference(K)  Tf aged(K)  reference(K)")
for k, T in enumerate(heat_stops[:-1]):
    i, j = n_cool + k, i_glass_aged + 1 + k
    print(f"{T:8.0f} {fine[i]:11.3f} {exact_road[i]:11.3f} {fine[j]:11.3f} {exact_road[j]:11.3f}")
print(f"Peak dTf/dT plain = {peak_plain[0]:.2f} at {peak_plain[1]:.1f} K")
print(f"Peak dTf/dT aged = {peak_aged[0]:.2f} at {peak_aged[1]:.1f} K")
print(f"Aged peak at bound 0.5 K = {peak_aged_coarser[0]:.2f}")
print(f"Tf after hold: reference {exact_road[i_hold]:.3f} K, one step {single:.3f} K")
print(f"Hold error: one step {single_error:.4f} K, bounded (0.5 K) {bounded_error:.4f} K")
print(f"Kovacs: T = {T_up:.3f} K, start Tf = {rows[0,3]:.3f} K, end Tf = {rows[-1,3]:.3f} K")
print(f"Kovacs: peak Tf = {rows[top,3]:.3f} K at {rows[top,1]:.0f} s, reference {hump_reference:.3f} K")
print(f"Kovacs: hump = {hump:.3f} K, net change = {net_change:.3f} K")
for q, value in zip(rates, frozen):
    print(f"Cooling at {q:.0f} K/min: frozen Tf = {value:.3f} K")
print(f"Apparent enthalpy = {H_apparent/1e3:.1f} kJ/mol, H + 2RTf = {H_rule/1e3:.1f} kJ/mol")
print(f"Curved line, C2 = {C2:.0f} K: frozen Tf shift = {vft_shift[n_cool-1]:.2f} K")
print(f"Curved line: largest |Tf shift| in plain cycle = {np.max(np.abs(vft_shift)):.2f} K")
print(f"Slab {thickness*1e3:.1f} mm, diffusivity {diffusivity:.0e} m2/s: thermal lag = {lag:.3f} K")

assert all(a > b for a, b in zip(error_plain, error_plain[1:]))
assert all(a > b for a, b in zip(error_aged, error_aged[1:]))
assert order_plain > 1.5 and order_aged > 1.5
assert error_plain[-1] < 0.05 and error_aged[-1] < 0.05
assert 0.5 < order_stairs < 1.5 and error_stairs[-1] > 3 * error_plain[-1]
assert runs[1][2] < contraction_limit
assert frozen_change < 0.25 and frozen_log > 3
assert single_error > 5 * bounded_error
assert abs(rows[top, 3] - hump_reference) < 0.05
assert hump > 3 * abs(net_change)
assert abs(H_apparent / H_rule - 1) < 5e-3
assert peak_aged[0] > peak_plain[0]
assert abs(peak_aged[0] / peak_aged_coarser[0] - 1) < 0.05
assert abs(lag / lag_sum - 1) < 1e-6
print("ALL CHECKS PASSED")
```

Printed output:

```
H = 700 kJ/mol, x = 0.5, beta = 0.5, tau(373 K) = 100 s
Rate = 10 K/min, hold = 10 h at 358 K
-dln(tau)/dT, -dln(tau)/dTf at 373 K = 0.3026, 0.3026 1/K
Equilibrium tau at 403 K = 5.04e-06 s
Modes = 68, largest error of mode sum = 8.9e-09
bound(K) steps  error plain(K)  error aged(K)  staircase plain(K)
 2.00     336       0.03681        0.04914          0.26569
 1.00     667       0.01018        0.01862          0.15001
 0.50    1329       0.00273        0.00497          0.08314
 0.25    2650       0.00072        0.00148          0.04474
Mean order: plain 1.90, aged 1.68, staircase 0.86
Contraction at bound 1 K = 0.104, limit = 0.314
Frozen Tf: plain 372.46 K, aged 365.96 K
Cooling 343 to 323 K: Tf change 0.0224 K, ln(tau) change 7.61
Reheating: T(K)  Tf plain(K)  reference(K)  Tf aged(K)  reference(K)
     363     372.559     372.559     366.128     366.128
     368     372.865     372.865     366.589     366.590
     373     373.906     373.906     368.135     368.136
     376     375.417     375.418     370.629     370.630
     379     378.166     378.167     376.235     376.236
     382     381.764     381.764     381.723     381.723
     385     384.968     384.968     384.968     384.968
     390     389.998     389.998     389.998     389.998
Peak dTf/dT plain = 1.23 at 380.4 K
Peak dTf/dT aged = 2.39 at 379.0 K
Aged peak at bound 0.5 K = 2.39
Tf after hold: reference 366.044 K, one step 364.568 K
Hold error: one step 1.4768 K, bounded (0.5 K) 0.0026 K
Kovacs: T = 366.044 K, start Tf = 366.170 K, end Tf = 366.044 K
Kovacs: peak Tf = 368.405 K at 1972 s, reference 368.407 K
Kovacs: hump = 2.235 K, net change = -0.126 K
Cooling at 1 K/min: frozen Tf = 368.733 K
Cooling at 10 K/min: frozen Tf = 372.458 K
Cooling at 100 K/min: frozen Tf = 376.258 K
Apparent enthalpy = 706.0 kJ/mol, H + 2RTf = 706.2 kJ/mol
Curved line, C2 = 50 K: frozen Tf shift = 0.12 K
Curved line: largest |Tf shift| in plain cycle = 0.20 K
Slab 0.5 mm, diffusivity 1e-07 m2/s: thermal lag = 0.208 K
ALL CHECKS PASSED
```
